# Do monoclinic MA and MB ferroelectric states differ in symmetry?

**Question**

In a perovskite ferroelectric with a cubic parent phase, a polarization $(u,u,v)$ is called $M_A$ when $u<v$ and $M_B$ when $u>v$. A third monoclinic state, $M_C$, has polarization $(0,u,v)$. I have been treating these as three symmetry classes, so I expected a phase transition whenever a crystal goes from $M_A$ to $M_B$. But I cannot find a symmetry operation that one has and the other lacks. Is there one? If not, why two names, and must there be a transition at $u=v$?

**Answer**

There is no such operation. $M_A$ and $M_B$ have the same mirror, and the names record the range in which the polarization has rotated. They are still not equivalent states, and whether anything happens at $u=v$ depends on the loads on the crystal.

I assume a simple cubic perovskite parent (point group $m\bar3m$), a uniform polarization $\mathbf P$ as the only primary order parameter, and no enlargement of the primitive cell.

**The symmetry count**

The 48 cubic operations permute the components of $\mathbf P$ and change their signs. Take $u,v>0$ and $u\neq v$. An operation that leaves $(u,u,v)$ unchanged can flip no sign, because all components are positive. It must also leave the third component in place, because $v\ne u$. What remains is the identity and the exchange $x\leftrightarrow y$, which is the mirror $m_{(1\bar10)}$ with normal $[1\bar10]$. The argument uses $u\neq v$, never which of the two is larger. Both states therefore have point group $m$, 24 variants, 4 independent dielectric constants and 10 piezoelectric constants.

For $(0,u,v)$ the surviving operation is $x\to-x$, the mirror $m_{(100)}$. Its matrix is diagonal, and a signed permutation turns a diagonal matrix into another diagonal matrix, so no cubic operation carries it into the exchange $x\leftrightarrow y$. The lattice shows the difference too. With $m_{(1\bar10)}$ the monoclinic cell is spanned by $[1\bar10]$, $[110]$ and $[001]$ and holds two lattice points, giving space group $Cm$. With $m_{(100)}$ it holds one, giving $Pm$. So $M_C$ is the different class, although its point group is also of type $m$.

The angle of $\mathbf P$ from $[001]$ obeys $\tan\theta=\sqrt2\,u/v$. $M_A$ covers $0<\theta<54.7^\circ$, between $[001]$ and $[111]$; $M_B$ covers $54.7^\circ<\theta<90^\circ$, between $[111]$ and $[110]$.

**Same symmetry, unequal energies**

A cubic operation keeps the set of magnitudes $\{|P_x|,|P_y|,|P_z|\}$. In $M_A$ the two equal magnitudes are the smaller ones, in $M_B$ the larger ones, so no operation maps one state onto the other.

To see the effect on the energy, tilt a unit vector from $[111]$ by a small angle $q$:

$$\mathbf n=\cos q\,\frac{(1,1,1)}{\sqrt3}+\sin q\,\mathbf e,\qquad \mathbf e=\cos\phi\,\frac{(-1,-1,2)}{\sqrt6}+\sin\phi\,\frac{(1,-1,0)}{\sqrt2}.$$

Here $\phi=0$ leads to $M_A$ and $\phi=\pi$ to $M_B$. The components of $\mathbf e$ are $\sqrt{2/3}$ times the cosines of $\phi-120^\circ$, $\phi+120^\circ$ and $\phi$. Hence $\sum e_i=0$ and $\sum e_i^2=1$, and $\cos^3x=(3\cos x+\cos3x)/4$ gives $\sum e_i^3=\cos3\phi/\sqrt6$. Expanding the fourth powers,

$$\sum n_i^4=\tfrac13(1-2q^2)+2q^2+\frac{4}{\sqrt{18}}q^3\cos3\phi+O(q^4).$$

The lowest cubic anisotropy invariant is $J=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2=(1-\sum n_i^4)/2$, so

$$J=\tfrac13-\tfrac23q^2-\tfrac{\sqrt2}{3}q^3\cos3\phi+O(q^4).$$

$M_A$ and $M_B$ are the two signs of one mirror-preserving tilt, and the cubic term separates them. For a $5^\circ$ tilt $J$ drops by 0.00534 towards $M_A$ and by 0.00472 towards $M_B$. If the anisotropy energy is a negative constant times $J$, which favours $[111]$, the tilt towards $M_A$ costs more.

**Spontaneous monoclinic states**

At fixed $|\mathbf P|$, the general polynomial energy up to eighth order has the angular part

$$w=aJ+bK+cJ^2,\qquad K=n_x^2n_y^2n_z^2.$$

On $(u,u,v)$ put $s=n_x^2=n_y^2$ and $n_z^2=1-2s$. Then $J=2s-3s^2$ and $K=s^2-2s^3$, with derivatives $2-6s$ and $s(2-6s)$, so

$$\frac{dw}{ds}=(2-6s)(a+bs+2cJ).$$

The first factor vanishes at $[111]$. A monoclinic state needs $a+bs+2cJ=0$, and there

$$\frac{d^2w}{ds^2}=(2-6s)b+2c(2-6s)^2.$$

Now leave the mirror by rotating $\mathbf n$ about $z$ through $\varepsilon$. The sum $n_x^2+n_y^2$ stays fixed while $n_x^2n_y^2$ becomes $s^2\cos^2 2\varepsilon\approx s^2-4s^2\varepsilon^2$. Therefore

$$\delta w=-4s^2\varepsilon^2\,[a+2cJ+b(1-2s)]=4s^2\varepsilon^2\,b(3s-1),$$

where the last step uses $a+2cJ=-bs$. The mirror forbids a term mixing $\varepsilon$ with a change of $s$, so a stable state requires both curvatures to be positive:

$$b(3s-1)>0,\qquad c>\frac{|b|}{4|1-3s|}.$$

At fixed $|\mathbf P|$, $M_A$ ($s<1/3$) thus needs $b<0$ and $M_B$ ($s>1/3$) needs $b>0$. A sixth-order polynomial has $c=0$ and gives neither as an isolated minimum.

In dimensionless units take $c=2$. For $b=-1$ and $s=0.15$, $J=0.2325$ and $a=0.15-0.93=-0.78$. The minimum is $M_A$ at $33.2^\circ$, with $w=-0.0890$ against $-0.0748$ at $[111]$. For $b=1$ and $a=-1.62$ it is $M_B$ at $71.6^\circ$, with $-0.2825$ against $-0.2807$. A numerical search over directions found these same minima.

**Must a path cross a special point?**

Along a continuous path that keeps the mirror and has $\mathbf P\neq0$, $|u|-|v|$ changes sign between $M_A$ and $M_B$, so it passes through zero. Without loads the symmetry there is rhombohedral, $3m$, so the crystal changes symmetry at that point. Such a continuous passage needs fine tuning: in the eighth-order energy above a stable monoclinic minimum has $|1-3s|>|b|/(4c)$, so with finite $c$ it reaches $s=1/3$ only if $b$ and $a+2c/3$ go to zero together. The alternatives are a jump, a passage through the cubic state $\mathbf P=0$, or a detour that leaves this mirror. The detour can use triclinic states, or it can use $M_C$, as in $(u,u,v)\to(0,0,v)\to(0,u,v)\to(0,u,u)\to(w,u,u)$ with $0<w<u$.

A field alone does not remove this special point. At $(u,u,u)$ the gradient of a cubic energy lies along $[111]$, so the balancing field does too, and the loaded crystal has $3m$. Nor does a stress along $[001]$ alone: without a field, $u=v$ requires zero stress. In neither case must the special point be a transition. $\mathbf P$ can pass it smoothly while a field turns through $[111]$, or while a stress along $[001]$ goes through zero; the crystal is more symmetric at that point only because the loads are. Field and stress together remove the special point itself. Let the field $E$ and stress $\sigma$ (tension positive) both act along $[001]$:

$$G=\alpha P^2+\beta P^4+\gamma\sum_{i<j}P_i^2P_j^2-EP_z-\sigma\left[Q_{11}P_z^2+Q_{12}(P_x^2+P_y^2)\right].$$

The $Q$'s are electrostriction coefficients; the purely elastic term does not depend on $\mathbf P$ and is dropped. At $u=v$ the first three terms contribute the same derivative, $g=2\alpha u+(12\beta+4\gamma)u^3$, along each axis. Equilibrium requires

$$g-2\sigma Q_{12}u=0,\qquad g-2\sigma Q_{11}u-E=0.$$

Subtracting the second from the first gives the border stress

$$\sigma^*=-\frac{E}{2(Q_{11}-Q_{12})u},$$

and inserting it into half the first equation gives

$$(6\beta+2\gamma)u^3+\alpha u+\frac{EQ_{12}}{2(Q_{11}-Q_{12})}=0.$$

At $\sigma^*$ the vector $\mathbf P$ lies along $[111]$ and by itself has 6 symmetry operations. Only 2 of them also preserve the loads: the identity and the same mirror. The stiffness, meaning the second derivative of $G$, shows the missing threefold axis. The cubic terms give equal stiffness along $[1\bar10]$ and $[11\bar2]$. The stress adds $-2\sigma Q_{12}$ along the first and $-2\sigma(Q_{12}+2Q_{11})/3$ along the second, so the second exceeds the first by

$$-\tfrac43\sigma^*(Q_{11}-Q_{12})=\frac{2E}{3u}.$$

As $E\to0$, both $\sigma^*$ and this splitting vanish, and the unloaded rhombohedral state returns.

**A worked crossing**

Take $\alpha=-5\times10^7$ J m/C², $\beta=2\times10^8$ and $\gamma=-1.2\times10^8$ J m⁵/C⁴, $Q_{11}=0.06$ and $Q_{12}=-0.025$ m⁴/C², and hold $E$ at 10 kV/cm ($10^6$ V/m). Then $6\beta+2\gamma=9.6\times10^8$ J m⁵/C⁴, the cubic equation gives $u=0.2297$ C/m², and

$$\sigma^*=-\frac{10^6}{2(0.085)(0.2297)}\ \text{Pa}\approx-25.6\ \text{MPa}.$$

Direct minimization of $G$ gives the same stress. The stiffness splitting is $2\times10^6/(3\times0.2297)=2.90\times10^6$ V m/C, about 11% of the stiffness along $[1\bar10]$.

| $\sigma$ (MPa) | $u$, $v$ (µC/cm²) | $\theta$ | $\varepsilon_{33}$ | state |
|---|---|---|---|---|
| 0 | 21.7, 25.3 | 50.6° | 2395 | $M_A$ |
| −20 | 22.7, 23.5 | 53.8° | 2714 | $M_A$ |
| −25.6 | 23.0, 23.0 | 54.7° | 2817 | border |
| −30 | 23.2, 22.6 | 55.5° | 2903 | $M_B$ |
| −40 | 23.6, 21.6 | 57.1° | 3114 | $M_B$ |

The relative permittivity $\varepsilon_{33}$ along $[001]$ passes the border without a step. At 201 evenly spaced stresses from 0 to −40 MPa, the lowest eigenvalue found for the stiffness matrix was about $22.7\times10^6$ V m/C, well above zero. Where that matrix is invertible, the implicit function theorem makes $\mathbf P$ an analytic function of stress, so this branch shows no transition at the border. Minimizations from random starting points at the listed stresses found no lower state.

**How this compares with a real crystal**

The parameters are round numbers in the rough regime of rhombohedral PMN-PT. Without loads they give $P=39.5$ µC/cm² and relative permittivities of about 4500 across $\mathbf P$ and 570 along it. The field is a quarter of 40 kV/cm, a cautious lower estimate of the breakdown field. Warming by 10 K, with a rough Curie constant of $2\times10^5$ K, moves the border to −26.4 MPa, a 3% shift. Adding a positive sixth-order term worth 10% of the quartic anisotropy energy at $[111]$ moves it to −26.1 MPa; a negative term of the same size, which leaves only a local minimum because $G$ is then unbounded below at large $P$, moves it the other way, to −25.1 MPa. A $1^\circ$ field misalignment towards $[1\bar10]$ breaks the mirror and turns $\mathbf P$ out of it by about $0.1^\circ$.

The assumption most at risk is that the crystal stays on one smooth branch. In this model the lowest point of the form $(0,u,v)$ lies 240 kJ/m³ above the border state and is only a saddle of $G$, unstable against a nonzero $P_x$. The model reaches the tetragonal state only at about 180 kV/cm without stress, and the orthorhombic state only at about −110 MPa without field, so it stands for a crystal far from any competing phase. Near a morphotropic boundary the competing phases are much closer in energy, and a real crystal may jump to one of them before it reaches $u=v$. That would remove the crossing, not shift it, and this single-domain model cannot say at what load it happens.

So a measured change from $M_A$ to $M_B$ does not by itself establish a phase transition. Evidence for one would be a jump or a singularity in the response of a single domain, with the loads stated; in a crystal with several domains, switching between them can also cause jumps. The numerical output below gives the remaining values.

## Calculated quantities

```
Cubic operations: 48
T (0, 0, 1): group order 8, variants 6, dielectric 2, piezo 3 constants
O (1, 1, 0): group order 4, variants 12, dielectric 3, piezo 5 constants
R (1, 1, 1): group order 6, variants 8, dielectric 2, piezo 4 constants
MA (1, 1, 2): group order 2, variants 24, dielectric 4, piezo 10 constants
MB (2, 2, 1): group order 2, variants 24, dielectric 4, piezo 10 constants
MC (0, 1, 2): group order 2, variants 24, dielectric 4, piezo 10 constants
Lattice points per monoclinic cell: MA and MB 2, MC 1
MA/MB border angle from [001]: 54.736 deg
Drop of J for 5 deg tilt: to MA 0.005341, to MB 0.004720
Spontaneous MA: a=-0.7800 b=-1.0 c=2.0 (c must exceed 0.4545)
  s=0.15, angle 33.21 deg, curvatures in 3.7400 out 0.0990, w=-0.088988, w(R)=-0.074815
Spontaneous MB: a=-1.6200 b=1.0 c=2.0 (c must exceed 0.7143)
  s=0.45, angle 71.57 deg, curvatures in 1.2600 out 0.5670, w=-0.282488, w(R)=-0.280741
alpha=-5.00e+07 J m/C2, beta=2.00e+08, gamma=-1.20e+08 J m5/C4
Q11=0.06 m4/C2, Q12=-0.025 m4/C2, field 10.0 kV/cm
No loads: P=39.53 uC/cm2, permittivity across P 4519, along P 566
Stress MPa | u, v uC/cm2 | angle deg | eps33 | min stiffness MV m/C
   0.00 | 21.742, 25.253 | 50.60 | 2395 | 22.69 MA
 -10.00 | 22.232, 24.379 | 52.21 | 2546 | 23.72 MA
 -20.00 | 22.707, 23.482 | 53.82 | 2714 | 24.75 MA
 -25.61 | 22.967, 22.967 | 54.74 | 2817 | 25.32 u=v
 -30.00 | 23.168, 22.560 | 55.45 | 2903 | 25.76 MB
 -40.00 | 23.615, 21.613 | 57.09 | 3114 | 26.77 MB
Smallest stiffness on the whole path: 22.69 MV m/C
Crossing: minimized -25.6117 MPa, formula -25.6117 MPa, u=22.967 uC/cm2
At crossing: order of P stabilizer alone 6, with loads 2
Transverse stiffness at crossing: [11-2] 28.223, [1-10] 25.320, split 2.903 MV m/C
1 deg field misalignment turns P out of the mirror by 0.099 deg
10 K warmer (rough Curie constant 2e+05 K): crossing -26.35 MPa
Sixth-order term at 10 % of quartic anisotropy: crossing -26.07 MPa
Energy above the state at crossing: (0,0,v) 835.3, (0,u,v) 239.5 kJ/m3
Field / rough breakdown field (40 kV/cm): 0.25
```
